\section*{Gärtner's photocurrent for a semiconductor electrode, with its edge-condition error, part 2}

An n-type electrode fills $x>0$, with the electrolyte at $x<0$. We ask how well Gärtner's formula gives its steady photocurrent when the depletion layer has a smooth edge.

The photon flux entering the solid is $\Phi$, the absorption coefficient $\alpha$, and the generation rate per volume $g=\alpha\Phi e^{-\alpha x}$. Dark values are subtracted: $F$ is the light-induced hole flux towards the surface, $\Delta p$ the added hole density and $r$ the added recombination rate, with $dF/dx=-(g-r)$. Holes have diffusivity $D$, bulk lifetime $\tau$, diffusion length $L=\sqrt{D\tau}$ and dark bulk density $p_0$. The photocurrent density $J$ is positive towards the electrolyte, and $q>0$ is the elementary charge.

For donor density $N$, permittivity $\varepsilon$ and band bending $\phi$, the electron density is $Ne^{-b}$. The reduced bending $b(x)$ falls from $v=q\phi/(k_BT)$ at the surface to zero in the bulk:
\begin{equation}
b''=\frac{1-e^{-b}}{L_D^2},\qquad
L_D=\sqrt{\frac{\varepsilon k_BT}{q^2N}} ,
\label{eq:debye}
\end{equation}
\begin{equation}
(b')^2=\frac{2}{L_D^2}\left(b-1+e^{-b}\right).
\label{eq:first}
\end{equation}
The sharp layer has width $W=L_D\sqrt{2v}$. The charge-equivalent width is
\begin{equation}
W_q=L_D^2|b'(0)|=L_D\sqrt{2(v-1+e^{-v})},\qquad v=\frac{q\phi}{k_BT}.
\label{eq:Wq}
\end{equation}

Gärtner's model collects every hole made in the layer, and a hole made at distance $y=x-W$ beyond the edge with probability $e^{-y/L}$. Its yield per photon entering the solid and its bulk profile are
\begin{equation}
Y_G(W)=1-\frac{e^{-\alpha W}}{1+\alpha L}.
\label{eq:recall}
\end{equation}
\begin{equation}
\Delta p(y)=\frac{\Phi}{D}\,
\frac{\alpha L^2e^{-\alpha W}}{1-\alpha^2L^2}
\left(e^{-\alpha y}-e^{-y/L}\right).
\label{eq:profile}
\end{equation}

The model electrode has $\alpha=1\ \mathrm{\mu m^{-1}}$, $L=0.5\ \mathrm{\mu m}$, $D=1\ \mathrm{cm^2/s}$, $L_D=0.0378\ \mathrm{\mu m}$, $N=10^{16}\ \mathrm{cm^{-3}}$, $\Phi=10^{16}\ \mathrm{cm^{-2}\,s^{-1}}$ and $k_BT/q=25.85\ \mathrm{mV}$. At $\phi=1\ \mathrm V$, $W=0.332\ \mathrm{\mu m}$ and $W_q=0.328\ \mathrm{\mu m}$.

\subsection{Hole transport without a sharp edge}

The energy of a hole divided by $k_BT$ is $-b$. The Einstein relation gives it the drift velocity $Db'$, which points to the surface because $b'<0$. Adding diffusion, the flux towards the surface is
\begin{equation}
F=D\left(\frac{d\Delta p}{dx}-b'\Delta p\right)
=De^{b}\frac{dh}{dx},\qquad h=e^{-b}\Delta p .
\label{eq:dd}
\end{equation}
The recombination rate is taken proportional to the electron density $Ne^{-b}$, so that $r=e^{-b}\Delta p/\tau=h/\tau$. This equals $\Delta p/\tau$ in the bulk and falls off where electrons are scarce. The balance $F'=r-g$ becomes
\begin{equation}
D\left(e^bh'\right)'=\frac h\tau-g .
\label{eq:balance}
\end{equation}
At the surface, holes pass to the electrolyte with a constant velocity $k$: $F(0)=k\Delta p(0)$.

\subsection{Collection probability}

Let $w(x)$ solve the equation without light,
\begin{equation}
\left(e^bw'\right)'=\frac w{L^2},\qquad w(0)=1,\qquad w(\infty)=0 ,
\label{eq:w}
\end{equation}
and let $j=-e^bw'$. Multiply Eq.~\eqref{eq:balance} by $w$, multiply Eq.~\eqref{eq:w} by $Dh$, subtract and integrate over the electrode. The terms in $hw$ cancel because $D/L^2=1/\tau$. The left side is a total derivative, and its value at infinity vanishes:
\begin{equation}
\left[D\left(we^bh'-he^bw'\right)\right]_0^\infty
=-F(0)-Dj(0)h(0)=-\int_0^\infty gw\,dx .
\end{equation}
With $h(0)=e^{-v}F(0)/k$ and $Y=F(0)/\Phi$ this gives
\begin{equation}
Y=\frac{Y_\infty}{1+k_0/k},\qquad
Y_\infty=\int_0^\infty\alpha e^{-\alpha x}w\,dx,\qquad
k_0=Dj(0)e^{-v}.
\label{eq:Y}
\end{equation}
For fast transfer, $Y=Y_\infty$, and $w(x)$ is the probability that a hole made at $x$ is collected. Gärtner's formula replaces $w$ by 1 inside the edge and by a decaying exponential beyond it.

\subsection{Where the edge lies}

Two integrals over the layer charge are needed. From Poisson's equation,
\begin{align}
\int_0^\infty(1-e^{-b})dx&=L_D^2\big[b'\big]_0^\infty=W_q,
\nonumber\\
\int_0^\infty x(1-e^{-b})dx&=L_D^2\big[xb'-b\big]_0^\infty=L_D^2v .
\label{eq:moments}
\end{align}
Define $E(x)=\int_0^xe^{-b}dx'$, and let $X$ lie a few Debye lengths beyond the tail, at distance $d=X-W_q$ from the plane $W_q$. The first integral gives $E(X)=X-W_q=d$. Exchanging the order of integration and using both integrals gives
\begin{align}
\int_0^XE\,dx&=\int_0^X(X-x)e^{-b}dx
=\frac{X^2}2-XW_q+L_D^2v
\nonumber\\
&=\frac{d^2}2+m,\qquad
m=L_D^2v-\frac{W_q^2}2=L_D^2(1-e^{-v}).
\label{eq:E}
\end{align}

Beyond the tail $b=0$, so $w=Ae^{-(x-W_q)/L}$ and $j=w/L$. To first order in $L_D/L$, $j$ may be set to $1/L$ where $e^{-b}$ is appreciable. Since $w'=-e^{-b}j$,
\begin{equation}
w(X)\approx1-\frac{E(X)}L=1-\frac{X-W_q}L .
\end{equation}
This is the start of an exponential that equals 1 at $W_q$. To first order in $L_D$, Gärtner's formula therefore holds with its edge at $W_q$. The weak field beyond $W$ collects holes, and this largely offsets the density needed to carry the flux through the weak field inside $W$.

\subsection{The remaining correction}

At second order, $j'=-w/L^2$ has to be kept. With $w\approx1$ near the edge, $j(x)=j(X)+(X-x)/L^2$. Integrating $w'=-e^{-b}j$ and using Eq.~\eqref{eq:E},
\begin{equation}
w(X)=1-\frac{w(X)}Ld-\frac1{L^2}\left(\frac{d^2}2+m\right).
\end{equation}
Collect $w(X)$ on the left and insert $w(X)=Ae^{-d/L}$. Since $e^{-d/L}(1+d/L)=1-d^2/(2L^2)$ up to third order, the terms in $d$ cancel and $A=1-m/L^2$. Holes from the bulk lose the fraction $m/L^2$ by recombination in the tail.

Holes made near the edge are also affected. There, $w$ lies below Gärtner's profile by $E(x)/L$ for $x<W_q$ and by $[E(x)-(x-W_q)]/L$ for $x>W_q$. By Eq.~\eqref{eq:E} the area of this difference is $m/L$, and it is weighted with $\alpha e^{-\alpha W_q}$. For $v\gg1$, $m=L_D^2$, and the two losses give
\begin{align}
Y_\infty&\approx Y_G(W_q)
-\frac{L_D^2}{L^2}e^{-\alpha W_q}
\left(\frac{\alpha L}{1+\alpha L}+\alpha L\right)
\nonumber\\
&=Y_G(W_q)-\frac{L_D^2}{L^2}e^{-\alpha W_q}\,
\frac{\alpha L(2+\alpha L)}{1+\alpha L}.
\label{eq:second}
\end{align}
This requires $L_D\ll L$ and $\alpha L_D\ll1$. The first loss depends on the recombination law assumed in the tail.

At 1 V, $e^{-\alpha W_q}=0.7203$ and $L_D^2/L^2=0.0057$, so
\begin{equation}
Y_\infty\approx\left(1-\frac{0.7203}{1.5}\right)
-0.0057\times0.7203\times\frac{0.5\times2.5}{1.5}
=0.5198-0.0034=0.516 .
\end{equation}
The same arithmetic at the other bendings gives:
\begin{center}
\begin{tabular}{ccccc}
$\phi$ (V) & $W_q$ ($\mu$m) & $Y_G(W)$ & $Y_G(W_q)$ & $Y_\infty$\\
0.25 & 0.157 & 0.435 & 0.430 & 0.426\\
0.50 & 0.229 & 0.473 & 0.470 & 0.466\\
1.00 & 0.328 & 0.522 & 0.520 & 0.516\\
2.00 & 0.467 & 0.583 & 0.582 & 0.579
\end{tabular}
\end{center}
The last column is the second-order value of Eq.~\eqref{eq:second}. The terms of third order in $L_D$ raise each entry by about $0.0003$, to 0.427, 0.466, 0.517 and 0.579. At 1 V the formula with the sharp width $W$ is about 1\% above these values.

\subsection{An error made by cutting off the potential}

A drift-diffusion program may use the parabola $b=v(1-x/W)^2$ up to $W$ and $b=0$ beyond. This moves the collecting plane. With $t=1-x/W$ and $v\gg1$,
\begin{equation}
\int_0^We^{-b}dx=W\int_0^1e^{-vt^2}dt
\approx\frac W2\sqrt{\frac\pi v}=\sqrt{\frac\pi2}\,L_D=s .
\end{equation}
For $x>W$ one now has $E(x)=s+x-W$, which extrapolates to zero at $W-s$ instead of $W_q$. The shift is of first order in $L_D$. In the model electrode $s=0.047\ \mathrm{\mu m}$, and at 1 V the plane lies at 0.285 instead of $0.328\ \mathrm{\mu m}$.

A finite-volume solution with this cut-off potential shows the effect. It used 4000 intervals in the layer and 8000 in a bulk of length $20L$, with recombination beyond $W$ and $k=10^3\ \mathrm{cm/s}$:
\begin{center}
\begin{tabular}{ccc}
$\phi$ (V) & numerical, cut-off & $Y_G(W-s)$\\
0.25 & 0.408 & 0.408\\
0.50 & 0.448 & 0.447\\
1.00 & 0.499 & 0.499\\
2.00 & 0.564 & 0.563
\end{tabular}
\end{center}
These yields are too low for an electrode with a smooth electron tail.

The remedy is to tabulate the smooth potential from Eq.~\eqref{eq:first},
\begin{equation}
x(b)=L_D\int_b^v\frac{d\beta}{\sqrt{2(\beta-1+e^{-\beta})}} ,
\end{equation}
with $\beta^2/2-\beta^3/6$ in place of the bracket when $\beta$ is small. For the flux between nodes $i$ and $i+1$, a distance $\ell$ apart, take $F$ constant and $b$ linear, with $\Delta=b_i-b_{i+1}$. Integrating $h'=e^{-b}F/D$ gives
\begin{equation}
e^{-b_{i+1}}\Delta p_{i+1}-e^{-b_i}\Delta p_i
=\frac FD\,\ell\,e^{-b_i}\,\frac{e^\Delta-1}\Delta .
\end{equation}
With $B(z)=z/(e^z-1)$ and $B(0)=1$, this is the Scharfetter--Gummel flux
\begin{equation}
F_{i+1/2}=\frac D\ell
\left[B(-\Delta)\Delta p_{i+1}-B(\Delta)\Delta p_i\right].
\end{equation}
In a cell from $x_i^-$ to $x_i^+$ the balance reads
\begin{equation}
F_{i+1/2}-F_{i-1/2}
+\Phi\left(e^{-\alpha x_i^-}-e^{-\alpha x_i^+}\right)
-\frac{x_i^+-x_i^-}\tau e^{-b_i}\Delta p_i=0 .
\end{equation}
The flux leaving the first cell is $k\Delta p_0$, and $\Delta p=0$ at the far end. The grid must resolve $L_D$ near the edge.

\subsection{Diffusion length from a voltage series}

For fast transfer, Gärtner's formula with its edge at $W_q$ gives
\begin{equation}
-\ln(1-Y)=\alpha W_q+\ln(1+\alpha L).
\label{eq:line}
\end{equation}
A plot against $W_q$ has slope $\alpha$, and its intercept gives $L$. Forming $Y$ for this plot requires the absolute photon flux. By Eq.~\eqref{eq:second} the second-order loss multiplies $1-Y$ by
\begin{equation}
1+\frac{L_D^2}{L^2}\alpha L(2+\alpha L),
\end{equation}
which does not depend on the bending. To this order the slope survives, and the intercept falls slightly. In the model electrode the factor is 1.007. The apparent value of $1+\alpha L$ is then $1.5/1.007=1.489$, so the apparent length is $0.489\ \mathrm{\mu m}$, about 2\% below the input (the third-order terms move it to $0.490\ \mathrm{\mu m}$). This figure belongs to the recombination law assumed here: a rate that stays near $\Delta p/\tau$ until the electron density has fallen to $10^{-6}N$ gives about 4\%.

The cut-off potential would suggest a much larger error. Its yields follow $1-Y=e^{-\alpha(W-s)}/(1+\alpha L)$. Plotted against $W$, they give an apparent $1+\alpha L$ of $1.5\,e^{-0.047}=1.431$, hence $L=0.431\ \mathrm{\mu m}$. A least-squares line through the numerical yields gives $0.430\ \mathrm{\mu m}$. This 14\% shortfall belongs to the cut-off, and measured diffusion lengths should not be corrected for it.

\subsection{Slow transfer and surface recombination}

Integrating $j'=-w/L^2$ over the electrode gives $j(0)=L^{-2}\int_0^\infty w\,dx\approx(W_q+L)/L^2$. The velocity in Eq.~\eqref{eq:Y} is therefore
\begin{equation}
k_0\approx\frac DL\left(1+\frac{W_q}L\right)e^{-v}.
\label{eq:k0}
\end{equation}
It measures how fast waiting holes are lost to recombination in the bulk and the layer, at the rate $e^{-b}\Delta p/\tau$ assumed here. Recombination through defects can reach the rate $\Delta p/\tau$ where electrons outnumber holes, and the loss is then larger. Gärtner's formula needs $k\gg k_0$.

Take $\phi=0.1\ \mathrm V$ and $k=1\ \mathrm{cm/s}$. Then $v=3.87$, $W_q=0.091\ \mathrm{\mu m}$ and
\begin{equation}
k_0\approx2\times10^4\times1.18\times0.021\ \mathrm{cm/s}
\approx5\times10^2\ \mathrm{cm/s}.
\end{equation}
In this model Gärtner's yield of 0.40 is cut to about $8\times10^{-4}$. The formula thus misses an onset of photocurrent governed by transfer.

Surface recombination with a constant velocity $k_r$ changes the surface condition to $F(0)=(k+k_r)\Delta p(0)$, so $k+k_r$ replaces $k$ in Eq.~\eqref{eq:Y}. The part $k\Delta p(0)$ reaches the electrolyte. The electrons consumed at the surface carry current against the holes, and
\begin{equation}
J=q\Phi Y\,\frac k{k+k_r}.
\end{equation}
Stronger bending removes the loss through $k_0$. The last factor stays the same only while $k_r$ is constant, which requires enough electrons at the surface. Their density there is about $Ne^{-v}$, so under strong bending too few cross the barrier to keep up with the holes. Unless electrons reach the surface another way, such as by tunnelling, $k_r$ then falls and the last factor approaches 1.

\subsection{Limits on light and dark current}

Low injection has to hold in the bulk, and the hole charge at the surface has to stay small. In the bulk, the ideal profile is largest where $e^{-\alpha y}-e^{-y/L}$ has zero slope, at the distance $y_m=L\ln[1/(\alpha L)]/(1-\alpha L)$ from the edge. In the model electrode at 1 V, $y_m=0.69\ \mathrm{\mu m}$, and the added density there is $6.0\times10^{10}\ \mathrm{cm^{-3}}$.

Without surface recombination, the surface density is
\begin{equation}
\Delta p(0)=\frac{\Phi Y}k=\frac{\Phi Y_\infty}{k+k_0}.
\label{eq:surface}
\end{equation}
It grows as $\Phi/k$ while $k\gg k_0$. For slower transfer the linear model gives saturation at $\Phi Y_\infty/k_0$, but at 1 V this value lies far above $N$, where the model no longer holds. At 1 V with $k=10^3\ \mathrm{cm/s}$ the surface density is $5\times10^{12}\ \mathrm{cm^{-3}}$, far below $N$. At this $k$ most holes in the layer lie within about $L_D/\sqrt{2v}$ of the surface, and their charge is about the fraction $\Delta p(0)/(2vN)$ of the layer charge. For much faster transfer, holes on their way through the layer hold more charge than this estimate. While the whole hole charge is a small fraction of the layer charge, the width at a given band bending can be taken from the dark. The depletion width also assumes that transfer drains the thermally generated holes. If it does not, strong bending can build up an inversion layer even in the dark. For $N=10^{16}\ \mathrm{cm^{-3}}$ and a bulk hole density $p_0=10^4\ \mathrm{cm^{-3}}$ this happens beyond $(k_BT/q)\ln(N/p_0)=0.71\ \mathrm V$, so the rows at 1 and 2 V rest on this assumption.

For a bulk hole density $p_0=10^4\ \mathrm{cm^{-3}}$ the neutral bulk contributes $qDp_0/L=3.2\times10^{-8}\ \mathrm{mA/cm^2}$ to the dark current. Thermal generation in the layer adds to this, and with defects it can be larger by orders of magnitude. Neither part belongs in $Y$ when the dark current has been subtracted from the data.

Recombination through defects inside the layer need not follow the electron density as assumed in Eq.~\eqref{eq:balance}. Where it is appreciable, holes made in the layer are no longer collected with a probability near 1, and the formula overestimates the photocurrent.

Numerical values quoted here were computed with a short program.
